\section*{The Grüneisen Identity and the Cooling of a Stretched Wire}

\section{A wrong estimate}

A metal wire at 300 K is pulled quickly to a tensile stress of 0.2 GPa. Its Grüneisen parameter is $\gamma=2.075$, which says that an adiabatic expansion by a small fraction lowers the temperature $T$ by $\gamma T$ times that fraction. It is tempting to insert the fractional elongation. For the model metal treated below, with the wire axis along the cube edge $[001]$, this predicts a cooling of 0.85 K. With the axis along the body diagonal $[111]$ it predicts 0.48 K. Solving the same model at constant entropy gives 0.286 K and 0.285 K.

The estimate fails because $\gamma$ multiplies a change of volume, and this wire also contracts sideways when stretched. To repair it we need to know what $\gamma$ means, how it is obtained from measurable quantities, and how it enters when the stress is not a pressure.

\section{The identity}

Consider a fixed amount of matter in equilibrium under hydrostatic pressure $P$, positive in compression. Its energy $U(S,V)$ is a twice continuously differentiable function of entropy and volume. The temperature is positive, and the heat capacity $C_V$ is finite and positive. The claim is
\begin{equation}
\gamma\equiv-\left(\frac{\partial\ln T}{\partial\ln V}\right)_S
=V\left(\frac{\partial P}{\partial U}\right)_V .
\label{identity}
\end{equation}

Start from
\begin{equation}
dU=T\,dS-P\,dV,\qquad
T=\left(\frac{\partial U}{\partial S}\right)_V,\quad
P=-\left(\frac{\partial U}{\partial V}\right)_S .
\end{equation}
The two mixed second derivatives of $U$ are equal. The first is $(\partial T/\partial V)_S$ and the second is $-(\partial P/\partial S)_V$, so
\begin{equation}
\left(\frac{\partial T}{\partial V}\right)_S
=-\left(\frac{\partial P}{\partial S}\right)_V .
\label{maxwell}
\end{equation}
At fixed volume $dU=T\,dS$. Since $T>0$, $U$ increases with $S$ and can replace it as the variable. The chain rule gives
\begin{equation}
\left(\frac{\partial P}{\partial S}\right)_V
=\left(\frac{\partial P}{\partial U}\right)_V
 \left(\frac{\partial U}{\partial S}\right)_V
=T\left(\frac{\partial P}{\partial U}\right)_V .
\label{chain}
\end{equation}
Now write out the logarithmic derivative and insert (\ref{maxwell}) and (\ref{chain}):
\begin{equation}
-\left(\frac{\partial\ln T}{\partial\ln V}\right)_S
=-\frac{V}{T}\left(\frac{\partial T}{\partial V}\right)_S
=\frac{V}{T}\left(\frac{\partial P}{\partial S}\right)_V
=V\left(\frac{\partial P}{\partial U}\right)_V .
\end{equation}
This proves (\ref{identity}). No assumption about phonons, electrons or a constant $\gamma$ was used.

The right-hand side is the rise of pressure per unit of energy density supplied at fixed volume. The left-hand side is the fractional cooling per fractional adiabatic expansion. A substance that pushes harder on its container when heated therefore cools when it expands at constant entropy.

An ideal gas of atoms without thermally excited internal levels, such as argon at room temperature and a pressure near 1 bar, gives a simple case. There $P=2U/(3V)$, so $\gamma=2/3$, and (\ref{identity}) says that $TV^{2/3}$ is constant along an isentrope. If $\gamma=0$ at a given state, a small heating at fixed volume leaves the pressure unchanged and a small adiabatic volume change leaves the temperature unchanged, both to first order only.

\section{Gamma from measurable quantities}

Let $\alpha_V=V^{-1}(\partial V/\partial T)_P$ be the volume expansion coefficient and $K_T=-V(\partial P/\partial V)_T>0$ the isothermal bulk modulus. Setting $dP=0$ in $P(V,T)$ gives
\begin{equation}
\left(\frac{\partial P}{\partial T}\right)_V
=-\left(\frac{\partial P}{\partial V}\right)_T
  \left(\frac{\partial V}{\partial T}\right)_P
=\frac{K_T}{V}\,V\alpha_V=\alpha_VK_T .
\label{pt}
\end{equation}
Dividing by $(\partial U/\partial T)_V=C_V$ turns the temperature derivative into an energy derivative:
\begin{equation}
\gamma=V\frac{(\partial P/\partial T)_V}{(\partial U/\partial T)_V}
=\frac{V\alpha_VK_T}{C_V}.
\label{isothermal}
\end{equation}

Fast loading calls for the adiabatic modulus $K_S=-V(\partial P/\partial V)_S$. Along an isentrope the temperature changes too, with $(\partial T/\partial V)_S=-\gamma T/V$. Hence
\begin{align}
K_S&=-V\left[\left(\frac{\partial P}{\partial V}\right)_T
+\left(\frac{\partial P}{\partial T}\right)_V
 \left(\frac{\partial T}{\partial V}\right)_S\right]\nonumber\\
&=K_T-V(\alpha_VK_T)\left(-\frac{\gamma T}{V}\right)
=K_T(1+\gamma\alpha_VT).
\label{ks}
\end{align}
For the heat capacity at constant pressure, the Helmholtz energy $F=U-TS$ has $dF=-S\,dT-P\,dV$. Its mixed derivatives give $(\partial S/\partial V)_T=(\partial P/\partial T)_V=\alpha_VK_T$. Therefore
\begin{align}
C_P&=T\left(\frac{\partial S}{\partial T}\right)_V
+T\left(\frac{\partial S}{\partial V}\right)_T
 \left(\frac{\partial V}{\partial T}\right)_P\nonumber\\
&=C_V+TV\alpha_V^2K_T=C_V(1+\gamma\alpha_VT),
\label{cp}
\end{align}
where the last step uses $V\alpha_VK_T=\gamma C_V$. The same factor appears in (\ref{ks}) and (\ref{cp}), so $K_S/C_P=K_T/C_V$ and
\begin{equation}
\gamma=\frac{V\alpha_VK_S}{C_P}.
\label{adiabatic}
\end{equation}

\section{The wire}

A wire of length $L$ carries a force $f$, positive in tension, and its sides are free. We neglect the ambient pressure, so the work done on the wire is $f\,dL$. The loading is elastic and reversible. It is slow compared with the passage of sound along the wire, so that the stress is uniform, and fast compared with heat exchange with the surroundings. Then
\begin{equation}
dU=T\,dS+f\,dL .
\end{equation}
To use $T$ and $f$ as variables, subtract $TS$ and $fL$:
\begin{equation}
d(U-TS-fL)=-S\,dT-L\,df .
\end{equation}
Equality of the mixed derivatives, with the common minus sign removed, gives
\begin{equation}
\left(\frac{\partial S}{\partial f}\right)_T
=\left(\frac{\partial L}{\partial T}\right)_f=L\alpha_L ,
\label{wiremaxwell}
\end{equation}
where $\alpha_L$ is the linear expansion coefficient at constant force. When $\alpha_L>0$, isothermal stretching raises the entropy, and the wire absorbs heat. If no heat can enter, the temperature must fall. With $C_f=T(\partial S/\partial T)_f$, constant entropy means
\begin{equation}
0=dS=\frac{C_f}{T}\,dT+L\alpha_L\,df,
\qquad
\left(\frac{\partial T}{\partial f}\right)_S=-\frac{TL\alpha_L}{C_f}.
\label{force}
\end{equation}

Define the nominal stress $\sigma=f/A_0$ with the initial cross-section $A_0$. At zero load $L=L_0$, $L_0A_0=V$ and $C_f=C_P$, the latter taken at zero pressure. Since $df=A_0\,d\sigma$,
\begin{equation}
\left(\frac{\partial T}{\partial\sigma}\right)_{S,\,\sigma=0}
=-\frac{\alpha_LTV}{C_P}.
\label{wirealpha}
\end{equation}
Here $V$ and $C_P$ must refer to the same amount of material, for instance one atom.

A cubic crystal or an isotropic body expands equally in all directions, so $V\propto L^3$ and $\alpha_V=3\alpha_L$. Equation (\ref{adiabatic}) then gives $\alpha_L=\gamma C_P/(3VK_S)$. Insert this in (\ref{wirealpha}); $V$ and $C_P$ cancel:
\begin{equation}
\boxed{\;
\Delta T=-\frac{\gamma T}{3K_S}\,\sigma+O(\sigma^2)
\;}
\label{wiregamma}
\end{equation}

A cubic or isotropic material with negative $\alpha_L$ has negative $\gamma$ and warms under tension. If $\gamma$ stays bounded and $K_S$ tends to a nonzero value as $T\to0$, the effect disappears in that limit. For a wire already under a large load, (\ref{force}) still holds, but with $L$, $\alpha_L$ and $C_f$ taken at that load. Plastic flow produces entropy and invalidates the result. Slow loading lets heat flow in and reduces the cooling.

\section{Why the volume is what counts}

For small strains $\epsilon_{ij}$ from the unstressed state, the general first-order law at constant entropy is
\begin{equation}
d\ln T=-\sum_{ij}\gamma_{ij}\,d\epsilon_{ij},
\label{tensor}
\end{equation}
with a symmetric tensor $\gamma_{ij}$. In a cubic crystal this tensor must be unchanged by the rotations of the cube. A half-turn about $z$ reverses the sign of the $xz$ and $yz$ components, so these vanish. A half-turn about $x$ removes the $xy$ component. A third of a turn about $[111]$ permutes the axes, so the three diagonal components are equal. Thus $\gamma_{ij}=g\,\delta_{ij}$. For a uniform expansion $\sum_i d\epsilon_{ii}=d\ln V$, and comparison with (\ref{identity}) gives $g=\gamma$. Consequently
\begin{equation}
d\ln T=-\gamma\sum_i d\epsilon_{ii}=-\gamma\,d\ln V .
\label{trace}
\end{equation}
A strain that conserves volume changes $T$ at second order at the earliest. An isotropic body has these rotations among its symmetries, so the result holds for it too. A non-cubic crystal needs the full tensor.

It remains to find the volume change under tension. Adiabatic elastic constants are second derivatives of $U$ with respect to strain at fixed $S$, and are therefore symmetric. For two linear elastic states this symmetry means
\begin{equation}
\sum_{ij}\sigma^{(1)}_{ij}\epsilon^{(2)}_{ij}
=\sum_{ij}\sigma^{(2)}_{ij}\epsilon^{(1)}_{ij}.
\end{equation}
Let state 1 be a uniform tension $p$ in all directions. By cubic symmetry its strain is $\epsilon^{(1)}_{ij}=p\,\delta_{ij}/(3K_S)$. Let state 2 be the wire, with stress $\sigma$ along a unit vector $\mathbf n$, so that $\sigma^{(2)}_{ij}=\sigma n_in_j$. The relation becomes
\begin{equation}
p\sum_i\epsilon^{(2)}_{ii}
=\sigma\,\frac{p}{3K_S}\sum_i n_i^2=\frac{p\,\sigma}{3K_S},
\qquad
\Delta\ln V=\frac{\sigma}{3K_S}.
\label{dilation}
\end{equation}
The direction $\mathbf n$ has dropped out. Together, (\ref{trace}) and (\ref{dilation}) reproduce (\ref{wiregamma}).

The error in the opening estimate can now be stated. Let $E_S$ be the adiabatic Young modulus and $\nu_S$ the adiabatic Poisson ratio, the lateral contraction divided by the elongation. Along $[001]$ and $[111]$ the contraction is the same in all lateral directions, so
\begin{equation}
\Delta\ln V=(1-2\nu_S)\frac{\sigma}{E_S}.
\end{equation}
Using the elongation $\sigma/E_S$ in place of $\Delta\ln V$ multiplies the cooling by the factor $1/(1-2\nu_S)$. This is an overestimate when $\nu_S>0$, as in the model below, and an underestimate for a crystal with $\nu_S<0$.

\section{A model metal}

The example is a face-centred cubic crystal with round parameters, not a named metal. Nearest neighbours at distance $r$ interact through the Morse energy
\begin{equation}
\phi(r)=D\left[e^{-2a(r-r_0)}-2e^{-a(r-r_0)}\right],
\end{equation}
with $D=0.014$ hartree, $a=1.0$ bohr$^{-1}$ and $r_0=5.0$ bohr. The atomic mass is $10^5$ electron masses. For each strained lattice the harmonic phonon frequencies $\omega$ follow from diagonalizing the dynamical matrix on a uniform mesh of wave vectors. The Helmholtz energy per atom is
\begin{align}
F={}&E_{\rm bonds}+3\left\langle\frac{\hbar\omega}{2}
+k_BT\ln\left(1-e^{-\hbar\omega/k_BT}\right)\right\rangle\nonumber\\
&-\frac{\Gamma}{2}(k_BT)^2 ,
\end{align}
where the brackets average over wave vectors and branches. The last term is electronic. Its coefficient $\Gamma$ is 30 hartree$^{-1}$ at the volume where $r=r_0$ and scales as $V^{2/3}$. The model omits explicit phonon interactions, defects and longer-range forces. Having no dislocations, it cannot flow plastically. At 0.2 GPa the largest resolved shear stress on the $\{111\}\langle110\rangle$ slip systems is 82 MPa for the $[001]$ axis and 54 MPa for the $[111]$ axis, far above the slip stress of an annealed pure fcc single crystal. A real wire of a cubic metal obeys (\ref{wiregamma}) only at loads under its yield stress, and with its own $\gamma$ and $K_S$. Handbook expansion coefficients and heat capacities in (\ref{wirealpha}) give about $-1.4$ K/GPa for copper, $-2.9$ for aluminium and $-0.5$ for tungsten. The elastic anisotropy found below belongs to the model. Nearest-neighbour central forces in an unstressed static lattice fix the ratio of the $[111]$ and $[001]$ Young moduli at $9/5$, whereas copper has about 2.9 and aluminium about 1.2. Temperatures are given in K and stresses in GPa, because atomic units are unnatural for a wire.

Setting the pressure to zero at 300 K gives a volume of 89.68 bohr$^3$ per atom. Numerical derivatives about this state give
\begin{align}
\alpha_L&=1.386\times10^{-5}\ {\rm K}^{-1},\nonumber\\
C_V&=2.757\,k_B,\qquad C_P=2.829\,k_B,\nonumber\\
K_T&=142.9\ {\rm GPa},\qquad K_S=146.6\ {\rm GPa}.
\end{align}

The parameter $\gamma$ was computed in three ways: by following the temperature along an isentrope, by comparing the rises of pressure and energy on heating at fixed volume, and from (\ref{isothermal}). Each gives 2.075. The common factor in (\ref{ks}) and (\ref{cp}) is
\begin{equation}
1+\gamma\alpha_VT
=1+2.075\times3\times1.386\times10^{-5}\times300=1.026,
\end{equation}
which agrees with $K_S/K_T=C_P/C_V=1.026$.

\section{The cooling}

Equation (\ref{wiregamma}) gives the initial slope and the linear estimate at 0.2 GPa:
\begin{align}
\frac{dT}{d\sigma}&=-\frac{2.075\times300\ {\rm K}}
{3\times146.6\ {\rm GPa}}=-1.415\ {\rm K/GPa},\\
\Delta T&=-1.415\times0.2\ {\rm K}=-0.283\ {\rm K}.
\end{align}
The corresponding volume change is
$\Delta\ln V=0.2/(3\times146.6)=4.55\times10^{-4}$.

The wire can also be solved without $\gamma$. Let $h_1$ and $h_2$ be the logarithms of the axial and lateral stretches from the stress-free state, and let $V_0$ and $S_0$ be its volume and entropy per atom. At fixed temperature the work per atom is $\sigma A_0\,dL=\sigma V_0e^{h_1}dh_1$, where $A_0$ and $L$ are scaled to one atom. The conditions are therefore
\begin{equation}
\frac{\partial F}{\partial h_1}=\sigma V_0e^{h_1},\qquad
\frac{\partial F}{\partial h_2}=0,\qquad
S(h_1,h_2,T)=S_0 .
\end{equation}
They were solved for $h_1$, $h_2$ and $T$ with a numerical root finder. Small loads of either sign give the initial slope, $E_S$ and $\nu_S$; loads of $\pm0.2$ GPa give the temperature changes. The compressed state is a uniform strain. A round $[001]$ rod with pinned ends buckles at this load once its length exceeds about 21 diameters, so the compression values apply to a short rod, not to a slender wire.

\begin{center}
\begin{tabular}{lcc}
Wire axis & $[001]$ & $[111]$\\
$E_S$ (GPa) & 145.9 & 260.3\\
$\nu_S$ & 0.334 & 0.204\\
Initial slope (K/GPa) & $-1.415$ & $-1.415$\\
$\Delta T$ in tension (K) & $-0.2856$ & $-0.2847$\\
$\Delta T$ in compression (K) & $+0.2804$ & $+0.2813$
\end{tabular}
\end{center}

The Young moduli differ by a factor of 1.8, yet the initial slopes agree, as (\ref{dilation}) requires. The factors $1/(1-2\nu_S)$ are 3.0 and 1.7, which turn 0.283 K into the 0.85 K and 0.48 K of the opening estimate.

\section{The small quadratic part}

Under tension the $[001]$ wire cools by 2.6 mK more than the linear estimate, or 0.9\% of that estimate. In compression it warms by 2.6 mK less. The deviation keeps its sign when the load is reversed, as a quadratic term does.

Most of it has two sources. First, the solved strains are $h_1=1.3693\times10^{-3}$ and $h_2=-4.560\times10^{-4}$, so
\begin{equation}
\Delta\ln V=h_1+2h_2=4.573\times10^{-4}.
\end{equation}
This exceeds the linear value $4.546\times10^{-4}$ by $2.7\times10^{-6}$. On a finer wave-vector mesh $h_1$ falls by $3\times10^{-7}$ and $|h_2|$ by $2\times10^{-7}$, while this excess stays the same. Multiplication by $\gamma T=622$ K gives 1.7 mK of extra cooling.

Second, the wire changes shape. In a separate constant-entropy calculation, the volume-conserving strain $h_1=\pm10^{-3}$, $h_2=\mp\tfrac12\times10^{-3}$ cooled the crystal by 0.66 mK for either sign, apart from a sign-dependent part of about 0.001 mK. A first-order response of ordinary size would have been $\gamma T\times10^{-3}=622$ mK. The change of shape is measured by $h_1-h_2$, which is $1.5\times10^{-3}$ in that calculation and $1.825\times10^{-3}$ in the loaded wire. Quadratic scaling gives
\begin{equation}
0.66\ {\rm mK}\times\left(\frac{1.825}{1.5}\right)^2=0.98\ {\rm mK}.
\end{equation}
No product of volume change and shape change enters at this order, because the symmetry argument for $\gamma_{ij}$ holds equally at a slightly different volume. The two contributions add to 2.7 mK, close to the 2.6 mK found. The sum leaves out the curvature of $T(V)$ along the isentrope, which is also of second order.
